# Edge Slip of a Thermally Strained Monolayer Ribbon on an Oxide

## Problem

A monolayer semiconductor is grown on a thick oxide and cooled. The sheet would shrink more than the oxide if it were free, so the oxide holds it stretched. At the edges the sheet must give way, because a free edge carries no tension perpendicular to itself. How far into the ribbon does this relaxation reach?

The ribbon has width $W=20\ \mu\mathrm{m}$ and is much longer than it is wide. The other data are:

- stiffness $K=120$ N/m, defined as the locked-in force per unit width divided by the mismatch strain;
- Poisson ratio $\nu=0.2$;
- thermal mismatch strain $\varepsilon=0.3$ percent, equal in all in-plane directions;
- interfacial shear strength $\tau=0.1$ MPa.

The mismatch comes from an expansion difference of $6\times10^{-6}$ per kelvin, acting over 500 K of cooling below the temperature at which the oxide begins to grip the sheet:

$$
\varepsilon=(6\times10^{-6}\ \mathrm{K^{-1}})(500\ \mathrm{K})=0.003 .
$$

Take the oxide as rigid. The interface does not move until the shear traction reaches $\tau$, and then it slides at that constant traction. Cooling is monotonic, and the section considered is far from the short ends.

(a) Find the tension in the part of the ribbon that has not slipped, and relate $K$ to the two-dimensional Young modulus $Y$.

(b) Find the length $L$ of the slip zone at each long edge.

(c) Find the strain across the ribbon in that zone, and the distance by which the edge moves.

(d) A real interface yields a little before it slides. Let the traction rise linearly to $\tau$ over a displacement $d=0.1$ nm. By how much does the slip zone change?

## Hints

**Hint 1.** Let $x$ run inward from one long edge and $y$ along the ribbon. Where the sheet is locked, its elastic strain is the mismatch strain in both directions.

**Hint 2.** Balance the forces on a narrow strip between $x$ and $x+dx$. Friction on the sheet points against its motion relative to the oxide.

**Hint 3.** The tension is continuous at the inner end of the slip zone, because a finite traction cannot make a force jump at a line.

**Hint 4.** In part (c), the edge is free to contract across the ribbon, but the strain along the ribbon is still imposed by the oxide.

**Hint 5.** In part (d), the part that has not slid behaves like a sheet on springs. Find how its displacement decays, then match displacement and force at the slip front.

## Full solution

### (a) The locked tension

Let $N_x$ and $N_y$ be the forces per unit width in the sheet, positive in tension, and let $e_x$ and $e_y$ be its elastic strains. These are measured from the size the sheet would have if it were free at the final temperature. Plane-stress elasticity gives

$$
e_x=\frac{N_x-\nu N_y}{Y},\qquad e_y=\frac{N_y-\nu N_x}{Y}.
$$

To solve for $N_x$, form the combination in which $N_y$ cancels:

$$
e_x+\nu e_y=\frac{N_x-\nu N_y+\nu N_y-\nu^2N_x}{Y}
=\frac{(1-\nu^2)N_x}{Y}.
$$

Hence, and likewise for the other direction,

$$
N_x=C(e_x+\nu e_y),\qquad N_y=C(e_y+\nu e_x),\qquad C=\frac{Y}{1-\nu^2}.
$$

In the locked core $e_x=e_y=\varepsilon$, so the tension there is

$$
N_0=C(1+\nu)\varepsilon=\frac{Y(1+\nu)}{(1-\nu)(1+\nu)}\,\varepsilon
=\frac{Y}{1-\nu}\,\varepsilon .
$$

The stiffness defined by $N_0=K\varepsilon$ is therefore the biaxial modulus,

$$
K=\frac{Y}{1-\nu}=C(1+\nu).
$$

For the ribbon,

$$
N_0=(120\ \mathrm{N/m})(0.003)=0.36\ \mathrm{N/m},
$$

$$
Y=(1-0.2)(120\ \mathrm{N/m})=96\ \mathrm{N/m},\qquad
C=\frac{120\ \mathrm{N/m}}{1.2}=100\ \mathrm{N/m}.
$$

The distinction matters for the answer. Stretching in the $y$ direction adds to the tension in the $x$ direction, because the sheet is not allowed to contract sideways.

### (b) The slip-zone length

The free sheet would be smaller than the space the oxide gives it, so its edge slides inward, towards positive $x$. Friction on the sheet then points outward, towards negative $x$. For a strip of width $dx$ and unit length along $y$, the forces sum to zero:

$$
N_x(x+dx)-N_x(x)-\tau\,dx=0
\quad\Longrightarrow\quad
\frac{dN_x}{dx}=\tau .
$$

The free edge requires $N_x(0)=0$. Integration gives

$$
N_x(x)=\tau x\qquad(0\le x\le L).
$$

Beyond $L$ nothing has slipped and the tension is $N_0$. Since it is uniform there, the strip balance needs no traction, so the locked core puts no demand on the interface. Continuity at $x=L$ gives $\tau L=N_0$, or

$$
\boxed{L=\frac{K\varepsilon}{\tau}}
$$

With the numbers,

$$
L=\frac{0.36\ \mathrm{N/m}}{0.1\times10^{6}\ \mathrm{N/m^2}}
=3.6\times10^{-6}\ \mathrm{m}=3.6\ \mu\mathrm{m}.
$$

The thickness of the sheet does not enter, because $K$ is already a force per unit width. The length is the distance over which friction must act to collect the locked tension.

Two slip zones fit into the ribbon if $W\ge 2L=7.2\ \mu\mathrm{m}$. Here they do, and a locked core of width $20-7.2=12.8\ \mu\mathrm{m}$ remains. The tension averaged over the width follows from two triangles and a rectangle:

$$
\overline{N}_x=\frac{1}{W}\left[2\cdot\frac{N_0L}{2}+N_0(W-2L)\right]
=N_0\left(1-\frac{L}{W}\right).
$$

For this ribbon the average is $0.82\,N_0$, or about 0.30 N/m. A measurement that averages over the whole width would thus see less tension than the core carries.

**Does the cooling history matter?** The mismatch builds up gradually, and the shear strength may change with temperature. Let $N_0$ and $\tau$ both depend on time, with $l=N_0/\tau$ the current zone length. Let $u$ be the inward displacement of the sheet relative to the oxide. The elastic strain across the ribbon is then

$$
e_x=\varepsilon+\frac{du}{dx}.
$$

The strain $e_y$ remains $\varepsilon$: far from the short ends (for the data given, beyond roughly $2L$ from them) all sections are equivalent, and by symmetry none of them slides along $y$. Therefore

$$
N_x=C\left(\varepsilon+\frac{du}{dx}+\nu\varepsilon\right)=N_0+C\frac{du}{dx}.
$$

If the whole zone has traction $\tau$, then $N_x=\tau x$. With $u(l)=0$,

$$
u(x)=\frac{1}{C}\int_x^l(N_0-\tau s)\,ds .
$$

Differentiate with respect to time. The moving upper limit contributes nothing, because the integrand vanishes at $s=l$. With dots for time derivatives,

$$
\dot u=\frac{1}{C}\left[\dot N_0(l-x)-\dot\tau\,\frac{l^2-x^2}{2}\right]
=\frac{l-x}{C}\left[\dot N_0-\dot\tau\,\frac{l+x}{2}\right].
$$

For rising strength the bracket is smallest at $x=l$, where it equals

$$
\dot N_0-\dot\tau l=N_0\left(\frac{\dot N_0}{N_0}-\frac{\dot\tau}{\tau}\right).
$$

If the strength rises proportionally more slowly than the mismatch at every moment of the cooling, this is positive. The whole zone then keeps sliding inward, as assumed, and the final strength alone sets $L$. If at some stage the strength rises faster, the inner part of the zone locks with its slip frozen in. The slipped region then reaches as far as the largest $N_0/\tau$ met during cooling, which can exceed the final $L$ or reach the centre of the ribbon.

A step-by-step simulation of a sheet on frictional springs supports this. The springs were nearly rigid, reaching their limit after 1 pm. With constant strength the zone was $3.568\ \mu\mathrm{m}$ long. With a strength that rose linearly during cooling, from half its final value, it was again $3.568\ \mu\mathrm{m}$. The small difference from $3.6\ \mu\mathrm{m}$ is the spring effect derived in part (d).

### (c) Strain and edge displacement

In the slip zone $N_x=\tau x$ and $e_y=\varepsilon$. Plane-stress elasticity then gives

$$
\tau x=C(e_x+\nu\varepsilon)
\quad\Longrightarrow\quad
e_x=\frac{\tau x}{C}-\nu\varepsilon .
$$

Substitute $\tau=K\varepsilon/L$ and $K/C=1+\nu$:

$$
e_x=-\nu\varepsilon+(1+\nu)\varepsilon\,\frac{x}{L}.
$$

At $x=L$ this returns $\varepsilon$, as it must. At the edge it gives $-\nu\varepsilon=-0.06$ percent. The edge is not free of strain: it is still stretched along the ribbon, and it contracts across the ribbon by the Poisson effect. The tension along the edge is

$$
N_y(0)=C(\varepsilon-\nu^2\varepsilon)=Y\varepsilon
=(96\ \mathrm{N/m})(0.003)=0.288\ \mathrm{N/m}.
$$

Halfway through the zone, at $x=1.8\ \mu\mathrm{m}$, the tension across the ribbon is 0.18 N/m and the strain is

$$
e_x=-0.06\%+(1.2)(0.3\%)(0.5)=0.12\% .
$$

The tension has half its core value there, but the strain has less than half. The two are not proportional, because $e_y$ stays fixed across the zone.

The edge displacement follows from the integral for $u$ with $x=0$ and $l=L$:

$$
u(0)=\frac{1}{C}\left(N_0L-\frac{\tau L^2}{2}\right).
$$

Since $\tau L=N_0$, the second term is half the first. Hence

$$
u(0)=\frac{N_0L}{2C}=\frac{(1+\nu)\varepsilon L}{2}
=\frac{(1.2)(0.003)(3600\ \mathrm{nm})}{2}=6.48\ \mathrm{nm}.
$$

The simulation with nearly rigid springs also gave 6.480 nm. A slip zone several micrometres long thus goes with an edge displacement of only a few nanometres. Because $L$ is itself proportional to $\varepsilon$, the displacement grows as $\varepsilon^2$ when $K$, $\nu$ and $\tau$ are held fixed, as long as a locked core remains.

### (d) An interface that yields before it slides

Before sliding, the traction is now $\tau u/d$. In the part that has not slid, the strip balance and $N_x=N_0+C\,du/dx$ give

$$
C\frac{d^2u}{dx^2}=\frac{\tau}{d}\,u
\quad\Longrightarrow\quad
\frac{d^2u}{dx^2}=\frac{u}{\lambda^2},\qquad
\lambda=\sqrt{\frac{Cd}{\tau}} .
$$

Let sliding end at $x=l$. There the displacement is $d$, since the traction has just reached $\tau$. If the core is wide compared with $\lambda$, the growing exponential must be absent, so

$$
u=d\,e^{-(x-l)/\lambda}\qquad(x\ge l).
$$

The tension at the front is

$$
N_x(l)=N_0-\frac{Cd}{\lambda}=N_0-\tau\lambda,
$$

where the last step uses $Cd=\tau\lambda^2$. On the sliding side the tension is $\tau l$. Equating the two gives

$$
l=\frac{N_0}{\tau}-\lambda=L-\lambda .
$$

The traction in the decaying tail carries the missing force $\tau\lambda$. For $d=0.1$ nm,

$$
\lambda=\sqrt{\frac{(100\ \mathrm{N/m})(10^{-10}\ \mathrm{m})}{10^5\ \mathrm{N/m^2}}}
=0.316\ \mu\mathrm{m},
$$

$$
l=3.600-0.316=3.284\ \mu\mathrm{m}.
$$

The simulation with this $d$ gave $3.282\ \mu\mathrm{m}$. The fully sliding zone is about 9 percent shorter than in the rigid-interface model, but the relaxed region has a soft inner end instead of a sharp one.

The same calculation tells when sliding begins. Before any sliding, $u=u(0)e^{-x/\lambda}$, and the free edge requires

$$
0=N_0-\frac{C u(0)}{\lambda}
\quad\Longrightarrow\quad u(0)=\frac{N_0\lambda}{C}.
$$

The edge slides when $u(0)$ exceeds $d$, that is, when $N_0>Cd/\lambda=\tau\lambda$. The threshold strain is $\tau\lambda/K=0.026$ percent, well below the 0.3 percent present here. In this model a smaller mismatch than the threshold would be held by the interface without sliding, and $L=K\varepsilon/\tau$ would not describe a slip zone.

### The result beside a real ribbon

The stiffness, Poisson ratio and expansion difference lie in the rough regime of monolayer MoSe$_2$ on fused silica, whose small thermal expansion leaves the cooled sheet in tension. They are round values, not measurements of one sample, and the shear strength is simply assumed. Treating it as uniform is a further assumption: adsorbed water, roughness and chemical bonding at the growth edge could all alter the grip. At fixed $K$ and $\varepsilon$, doubling $\tau$ halves the length to $1.8\ \mu\mathrm{m}$. The mismatch enters in direct proportion: with 400 K of cooling instead of 500 K, the length would be $2.88\ \mu\mathrm{m}$. The meaning of the quoted stiffness matters too. If 120 N/m were the Young modulus $Y$, the biaxial modulus would be larger by $1/(1-\nu)$, and the length would be $4.5\ \mu\mathrm{m}$. The rigid-oxide assumption matters much less. With a rough oxide modulus of 70 GPa, the strain scale $\tau/E_{\mathrm{oxide}}$ is $1.4\times10^{-6}$, or about 0.05 percent of the mismatch. The elastic field of a thick oxide is long-ranged, so the change in length is a few times larger than this scale. Treating the oxide as an elastic half-space with Poisson ratio 0.17 shortens the zone by about 8 nm, or 0.2 percent, for an interface rigid until it slides, and by about 3 nm for $d=0.1$ nm. The value $3.6\ \mu\mathrm{m}$ is thus a model length, no more certain than the shear strength, mismatch and stiffness put into it.

## Variation 1: a narrow ribbon

**Question.** The ribbon is now $5\ \mu\mathrm{m}$ wide, with all other data unchanged and the interface again rigid until it slides. What tension does its centre carry?

**Solution.** Two zones of $3.6\ \mu\mathrm{m}$ do not fit into $5\ \mu\mathrm{m}$. Sliding therefore reaches the centre from both sides. By symmetry the centre line itself does not move, and the friction reverses direction there. From the left edge to the centre, $N_x=\tau x$ still holds, so

$$
N_x\!\left(\frac W2\right)=\frac{\tau W}{2}
=\frac{(10^5\ \mathrm{N/m^2})(5\times10^{-6}\ \mathrm{m})}{2}
=0.25\ \mathrm{N/m}.
$$

The simulation with nearly rigid springs gave the same value, 0.250 N/m. This is about 69 percent of the locked tension, 0.36 N/m. A more general statement, covering both regimes of the rigid-interface model, is

$$
N_{\mathrm{centre}}=\min\left(K\varepsilon,\frac{\tau W}{2}\right).
$$

The two expressions meet at $W=2L$. Below that width the central tension across the ribbon no longer depends on the mismatch: more cooling produces more sliding, not more tension in this direction. The ribbon remains stretched along its length, however. Narrowing it relaxes one component of the tension and leaves a uniaxial state in the limit $W\to0$, with $N_x\to0$ and $N_y\to Y\varepsilon$. This limit still assumes a section far from the short ends.

## Variation 2: reheating in use

**Question.** The original $20\ \mu\mathrm{m}$ ribbon is warmed by 100 K after cooling. Does the slip zone simply shrink to the length that belongs to the smaller mismatch? Keep $K$ and $\tau$ fixed, and take the interface as rigid until it slides.

**Solution.** The mismatch falls by

$$
D=(6\times10^{-6}\ \mathrm{K^{-1}})(100\ \mathrm{K})=0.0006=0.06\% .
$$

Where the sheet stays stuck during warming, both elastic strains fall by $D$, and the tension falls by

$$
KD=(120\ \mathrm{N/m})(0.0006)=0.072\ \mathrm{N/m}.
$$

A uniform drop would leave the free edge with a force $-KD$, which it cannot carry. The edge therefore slides outward. In this reverse zone, of length $a$, friction on the sheet points inward, and the strip balance becomes

$$
\frac{dN_x}{dx}=-\tau
\quad\Longrightarrow\quad N_x=-\tau x .
$$

Just beyond the reverse zone, at $x>a$, the sheet stays stuck and the old tension $\tau x$ has been lowered by $KD$. Continuity at $x=a$ gives

$$
-\tau a=\tau a-KD
\quad\Longrightarrow\quad
a=\frac{KD}{2\tau}
=\frac{0.072\ \mathrm{N/m}}{2\times10^5\ \mathrm{N/m^2}}
=0.36\ \mu\mathrm{m}.
$$

The factor 2 appears because the traction must swing from $+\tau$ to $-\tau$. Between $a$ and $L$ the interface keeps the traction left by cooling, so the disturbed region still reaches $3.6\ \mu\mathrm{m}$ into the ribbon. It does not shrink to a new equilibrium length: friction retains the record of the lower temperature. The sheet is now in compression across the ribbon near the edge. The force falls to $-\tau a=-0.036$ N/m at $x=a$ and returns to zero where $\tau x=KD$, at $x=2a=0.72\ \mu\mathrm{m}$, so the solution also requires adhesion strong enough to keep the sheet flat.

Interface compliance matters more here than in part (d). The change in displacement on warming obeys the same spring equation, but sliding now needs a traction change $2\tau$ and a displacement change $2d$. The decay length is still $\lambda$, and the force carried by the tail is $2\tau\lambda$. Hence

$$
2\tau a'=KD-2\tau\lambda
\quad\Longrightarrow\quad a'=a-\lambda .
$$

With the nearly rigid springs, $\lambda=0.032\ \mu\mathrm{m}$ and the predicted length is $0.328\ \mu\mathrm{m}$, which the simulation reproduced. For $d=0.1$ nm the formula gives $0.360-0.316=0.044\ \mu\mathrm{m}$. Most of the response to this modest warming is then elastic yielding of the interface, with hardly any reverse sliding. The largest compression is also smaller. Just beyond the reverse zone the force is $N_x=\tau x-KD+2\tau\lambda\,e^{-(x-a')/\lambda}$, which is lowest where the exponential equals one half, at $x=a'+\lambda\ln 2=0.263\ \mu\mathrm{m}$. The compression there is about 0.014 N/m instead of 0.036 N/m. For $d=0.1$ nm, the rigid-interface estimate is useful for the long zone made by cooling, where $\lambda\ll L$, but poor for the short zone made by reheating, where $\lambda$ and $a$ are comparable. This $d$ is assumed, not measured, and corresponds to an interface stiffness $\tau/d=10^{15}\ \mathrm{N/m^3}$. Since $\lambda$ scales as $\sqrt d$, a stiffer interface brings back the rigid result: with $d=1$ pm the reverse zone is only about 9 percent shorter than $a$.

The numerical output lists the force and strain across the slip zone after cooling, before any reheating.

## Computed results

```
Locked stiffness K: 120.0 N/m
Poisson ratio: 0.20
Two-dimensional Young modulus Y: 96.0 N/m
Transverse stiffness C: 100.0 N/m
Expansion difference: 6.0e-06 1/K
Cooling below grip temperature: 500 K
Mismatch strain: 0.300 percent
Interfacial shear strength: 0.10 MPa
Ribbon width: 20.0 um
Locked force per width: 0.360 N/m
Slip-zone length L, formula: 3.600 um
Slip-zone length L, formula: 3600 nm
Minimum width for a locked core: 7.20 um
Locked core width: 12.80 um
Profile: x (um), force (N/m), transverse strain (percent)
  0.00  0.000  -0.060
  0.90  0.090  0.030
  1.80  0.180  0.120
  2.70  0.270  0.210
  3.60  0.360  0.300
Edge tension along ribbon: 0.288 N/m
Edge slip, formula: 6.480 nm
Edge slip, simulation: 6.480 nm
Stiff test slip distance: 1.0 pm
Stiff test decay length: 0.032 um
Stiff test slip length, simulation: 3.568 um
Rising-strength slip length, simulation: 3.568 um
Atomic slip distance: 0.10 nm
Interface decay length: 0.316 um
Compliant slip length, formula: 3.284 um
Compliant slip length, simulation: 3.282 um
Length change by compliance: -8.8 percent
Mismatch at slip onset: 0.0264 percent
L if 120 N/m were Y: 4.50 um
L at doubled shear strength: 1.80 um
Narrow ribbon width: 5.0 um
Narrow central force, formula: 0.250 N/m
Narrow central force, simulation: 0.250 N/m
Reheating in use: 100 K
Mismatch lost on reheating: 0.060 percent
Reverse zone, rigid formula: 0.360 um
Reverse zone, stiff simulation: 0.328 um
Oxide Young modulus, rough: 70 GPa
Oxide strain scale tau/modulus: 1.43e-06
Oxide strain / mismatch: 0.048 percent
```
